Hartree-Fock exchange and Kohn-Sham exact exchange are different numbers

**Q:** I have a neon calculation to report, and I want to quote its "exact exchange energy". A Hartree-Fock run gives me that. If I did an exchange-only Kohn-Sham calculation with exact exchange instead, I would get the same number, because both use the Fock exchange formula. Correct?

**A:** The formula is the same, but the number is not. A formula that contains orbitals gives a value only once the orbitals are specified, and the two methods choose them differently.

Let us fix the setting: a closed-shell atom with a point nucleus of charge Z, no relativity, no correlation, Hartree atomic units. There are N/2 real, orthonormal spatial orbitals φ_i, each holding two electrons. The density matrix and the density are

γ(r,r′) = 2 Σ_i φ_i(r) φ_i(r′),  n(r) = γ(r,r).

The energy of the determinant is

E = T + V_ne + J + E_x,

where T is the kinetic energy, V_ne the nuclear attraction, J the Hartree energy, and

E_x = −¼ ∬ γ(r,r′)² / |r−r′| dr dr′.

Both methods use these expressions.

**Q:** Then perhaps the orbitals differ only in a harmless way. I can mix 1s and 2s without changing the determinant.

**A:** That mixing is indeed harmless. Let φ′_i = Σ_j U_ij φ_j with U orthogonal. Then

Σ_i φ′_i(r) φ′_i(r′) = Σ_jk (Σ_i U_ij U_ik) φ_j(r) φ_k(r′) = Σ_j φ_j(r) φ_j(r′),

because the bracket is δ_jk. So γ is unchanged, and with it every term of E. For the two methods to differ, the space spanned by the occupied orbitals must differ.

**Q:** Why should it? Both methods minimize the same E.

**A:** They minimize it over different sets. Hartree-Fock (HF) admits any orthonormal orbitals. Exchange-only Kohn-Sham theory, which I will call EXX, admits only orbitals that are the lowest eigenfunctions of one common local potential:

[−½∇² + v_s(r)] φ_i = ε_i φ_i.

The potential v_s is then chosen to make E as low as possible. This is the optimized effective potential method.

Each EXX candidate is also an HF candidate, so the smaller set cannot reach a lower minimum:

E_EXX ≥ E_HF.

Equality requires that the HF occupied space can itself be produced by a local potential.

**Q:** Show me where the local potential actually restricts anything. Surely the stationarity conditions look alike.

**A:** Start with a small change δφ_i of the orbitals. The kinetic and nuclear terms are sums of 2⟨φ_i|h|φ_i⟩, with h = −½∇² − Z/r, so they change by 4 Σ_i ⟨δφ_i|h|φ_i⟩: one factor 2 from the two electrons, another from varying both sides of the matrix element.

The Hartree energy changes by ∫ v_H δn dr, where v_H(r) = ∫ n(r′)/|r−r′| dr′. Since δn = 4 Σ_i φ_i δφ_i, this is 4 Σ_i ⟨δφ_i|v_H|φ_i⟩.

For exchange, δ(γ²) = 2γ δγ, which gives

δE_x = −½ ∬ γ(r,r′) δγ(r,r′) / |r−r′| dr dr′.

Here δγ = 2 Σ_i [δφ_i(r) φ_i(r′) + φ_i(r) δφ_i(r′)]. The two terms contribute equally because γ is symmetric, so

δE_x = 4 Σ_i ⟨δφ_i|K|φ_i⟩,

(Kφ)(r) = −½ ∫ γ(r,r′) φ(r′) / |r−r′| dr′.

Note that K carries the minus sign. Altogether,

δE = 4 Σ_i ⟨δφ_i|F|φ_i⟩,  F = −½∇² − Z/r + v_H + K.

Changes within the occupied space drop out, as we have just seen. What matters is the admixture of unoccupied orbitals φ_a.

In HF every such admixture is free, so each matrix element must vanish:

F_ia = ⟨φ_i|F|φ_a⟩ = 0 for every pair i, a.

In EXX the orbitals move only when the potential moves. First-order perturbation theory gives the unoccupied part of the change as

δφ_i = Σ_a φ_a ⟨φ_a|δv|φ_i⟩ / (ε_i − ε_a).

Inserting this into δE yields

δE = ∫ Λ(r) δv(r) dr,

Λ(r) = 4 Σ_ia F_ia φ_i(r) φ_a(r) / (ε_i − ε_a).

Since δv is arbitrary, the EXX condition is Λ(r) = 0 at each point. This constrains a sum over pairs. The individual F_ia may stay nonzero and cancel in the sum.

**Q:** What does a leftover F_ia mean physically?

**A:** It measures the mismatch between nonlocal and local exchange. Write v_s = −Z/r + v_H + v_x, which defines the local exchange potential v_x. Then F = (−½∇² + v_s) + K − v_x. The bracket has no matrix element between two different eigenfunctions of its own, so

F_ia = ⟨φ_i|K − v_x|φ_a⟩.

K can act differently on 1s, 2s and 2p. The function v_x multiplies all of them by the same factor at a given point.

**Q:** Fine, in principle. How large is the effect in neon?

**A:** I solved both problems with the same radial basis, using a flexible local potential for EXX. The total energies are

E_HF = −128.5471 Ha,  E_EXX = −128.5454 Ha,

and the difference, taken before rounding, is

E_EXX − E_HF = 1.67 mHa = 0.0455 eV

in this basis. The last digit is not converged: the basis-set limit is 1.68 mHa, so read the result as about 1.7 mHa.

The sign agrees with the ordering argument.

**Q:** Could 1.67 mHa simply be an error of the potential basis? An incomplete potential would also push E_EXX up.

**A:** It would, so this was tested. Reducing the potential from 17 functions to 10 raises E_EXX by 0.007 mHa. A local bump was added to the potential at each of three distances from the nucleus, one at a time, and the largest estimated lowering of the energy was 0.0003 mHa. Both are far below 1.67 mHa. These tests vary only the potential and leave the orbital basis untouched, so they show that the difference is real but do not fix its last digit.

As for HF, a separate calculation in a Gaussian basis gives −128.5468 Ha. That is slightly higher, as an incomplete orbital basis should make it.

**Q:** So the two exchange energies differ by 1.67 mHa.

**A:** No, that is the difference of the total energies. The exchange energies are

E_x(HF) = −12.1084 Ha,  E_x(EXX) = −12.1050 Ha,

and the computed difference is 3.32 mHa, reliable to about 0.1 mHa as discussed below, so about 3.3 mHa or 0.09 eV. The EXX value is the less negative one.

**Q:** Twice as much? How can one term change by more than the total?

**A:** The kinetic energy changes the other way, and the virial theorem says by how much. Scale all orbitals uniformly:

φ_i^λ(r) = λ^(3/2) φ_i(λr).

The prefactor keeps them normalized. Two derivatives give T a factor λ². Each remaining term contains one inverse distance and gets a factor λ. With V = V_ne + J + E_x,

E(λ) = λ² T + λ V.

HF certainly admits the scaled orbitals. So does EXX, because they are eigenfunctions of the local potential λ² v_s(λr), with eigenvalues λ² ε_i in the same order. At either minimum the derivative at λ = 1 must therefore vanish:

2T + V = 0, hence E = T + V = −T and V = −2T = 2E.

Now subtract HF from EXX, writing Δ for the difference:

ΔT = −ΔE,  ΔV = 2ΔE.

The computed differences are, in mHa:

ΔT = −1.75
ΔV_ne = 0.39
ΔJ = −0.29
ΔE_x = 3.32

The last three add up to ΔV = 0.39 − 0.29 + 3.32 = 3.42 mHa, against 2ΔE = 3.34 mHa. Nuclear attraction and Hartree energy nearly cancel, leaving 0.10 mHa, which is no larger than the uncertainty of the components, so almost all of ΔV sits in the exchange energy. The virial theorem fixes ΔV, not ΔE_x. The ratio ΔE_x/ΔE, computed as 1.99, is close to 2 because of that near cancellation. This is a finding for neon, not a consequence of the theorem.

**Q:** Your numbers miss the theorem slightly: −1.75 is not −1.67.

**A:** Yes. For the EXX solution E + T is −0.08 mHa instead of zero. The theorem needs a set of potentials that is closed under scaling, and a finite set of potential functions is not. Neither is a finite orbital basis, and the two causes were not separated here. The total energy is stationary, so a small error in the potential affects it only in second order. The separate components have no such protection. I would trust their differences to about 0.1 mHa, which is ample for telling 3.3 from 1.7. With larger orbital and potential bases the virial residual vanishes and ΔT, ΔV_ne, ΔJ and ΔE_x settle near −1.68, 0.31, −0.29 and 3.34 mHa, a shift of up to 0.08 mHa.

**Q:** How different are the occupied spaces, then?

**A:** Very little. Let S_ij be the overlap of EXX orbital i with HF orbital j. The number of EXX electrons outside the HF occupied space is

Σ_i 2 (1 − Σ_j S_ij²) = 3.9 × 10⁻⁵,

out of ten electrons.

**Q:** That is tiny. Can it account for 1.67 mHa?

**A:** Yes, and a second-order estimate shows how. Start from the EXX determinant and let each occupied orbital take up an amplitude c_ai of φ_a. The linear energy change is 4F_ia c_ai, from the formula for δE. For the quadratic part, take the cost of moving 2c_ai² electrons across the gap ε_a − ε_i. This drops the two-electron terms of the quadratic part, both those that couple different admixtures and those within a single admixture, and replaces Fock energies by Kohn-Sham eigenvalues. Then

δE ≈ Σ_ia [4 F_ia c_ai + 2 (ε_a − ε_i) c_ai²].

Setting the derivative with respect to c_ai to zero gives c_ai = −F_ia/(ε_a − ε_i). Substituting back, the linear term contributes −4F_ia²/(ε_a − ε_i) and the quadratic term +2F_ia²/(ε_a − ε_i), so

E_HF − E_EXX ≈ −2 Σ_ia F_ia² / (ε_a − ε_i).

For neon this evaluates to −1.70 mHa, against the full −1.67 mHa (−1.71 against −1.68 mHa with larger bases). Nothing in the derivation makes the estimate a bound, and such close agreement need not carry over to other systems: for beryllium it gives −0.62 mHa against the full −0.59 mHa.

It also explains the scale. At the minimum the net lowering equals Σ_ia 2c_ai² (ε_a − ε_i), which is the number of displaced electrons times an average gap. The count Σ_ia 2c_ai² of this simplified model was not computed separately; if the 3.9 × 10⁻⁵ found from the overlaps with the HF orbitals is used in its place, that average is roughly

1.70 × 10⁻³ Ha / 3.9 × 10⁻⁵ ≈ 44 Ha.

Only the first digit of this figure is meaningful: the average gap is about 40 Ha. A very small admixture matters because the gaps involved are large on average.

**Q:** Do the orbital energies agree as well as the occupied spaces do?

**A:** No. The gap between the 1s and 2p eigenvalues is 31.92 Ha in HF and 29.97 Ha in EXX, a difference of 1.95 Ha. I compare a gap because a constant added to the potential drops out of it. The operators F and −½∇² + v_s are quite different, even though their occupied eigenfunctions span nearly the same space.

**Q:** Let me try to rescue my claim. In density functional theory, exchange is a functional of the density. The two calculations have slightly different densities. If I evaluate the Kohn-Sham exchange at the HF density, I should recover the HF exchange.

**A:** You would not, and the sign of the discrepancy can be derived. Suppose a local potential v exists whose ground-state determinant has the HF density n_HF. Call that determinant Φ_KS, its kinetic energy T_s and its exchange energy E_x^KS.

First, Φ_KS minimizes T + ∫ v n dr over all determinants. Among those with density n_HF the second term is fixed, so Φ_KS has the least kinetic energy:

T_s ≤ T_HF.

Second, the HF determinant minimizes T + V_ne + J + E_x over all determinants. Among those with density n_HF, both V_ne and J are fixed, so it has the least T + E_x:

T_HF + E_x^HF ≤ T_s + E_x^KS.

Rearranging the second inequality and then using the first,

E_x^KS − E_x^HF ≥ T_HF − T_s ≥ 0.

So at the same density the Kohn-Sham exchange energy cannot be the more negative one. One density can belong to two determinants with different density matrices, and E_x depends on the whole of γ(r,r′), not just on its diagonal.

**Q:** And the numbers?

**A:** I searched for the local potential that reproduces the HF density of neon. Relative to HF, the resulting determinant has

kinetic energy: −1.71 mHa
exchange energy: +3.32 mHa

The inequality reads 3.32 ≥ 1.71 ≥ 0. At exactly equal density the margin between the first two numbers is the energy of Φ_KS minus E_HF, and since Φ_KS is an EXX candidate it cannot be smaller than E_EXX − E_HF. Here it is 3.32 − 1.71 = 1.61 mHa, slightly too small, so the last digits are not converged. With larger bases and a closer density match the two differences become about −1.65 and +3.34 mHa. The density match is good but not perfect. The integrated absolute density error is 9 × 10⁻⁴ electrons, and the nuclear attraction is off by 0.07 mHa. That is again an uncertainty of about 0.1 mHa in the components, too small to remove a 3.3 mHa difference. The discrepancy survives at essentially equal density.

**Q:** Is there any atom for which my original claim is right?

**A:** Helium. With one doubly occupied orbital φ, γ(r,r′) = 2φ(r)φ(r′), and K acts on that orbital as

(Kφ)(r) = −½ ∫ 2φ(r) φ(r′)² / |r−r′| dr′ = −φ(r) ∫ φ(r′)² / |r−r′| dr′.

The density is n = 2φ², so the last integral is ½v_H(r), and

Kφ = −½ v_H φ.

On the occupied orbital, exchange is just multiplication by a function. The HF orbital therefore satisfies an equation with a local potential:

[−½∇² − 2/r + ½ v_H] φ = ε φ.

It has no nodes, so it is the lowest eigenfunction of that potential. The HF determinant then belongs to the EXX set, and the two minima coincide.

In the calculation I began with a deliberately wrong potential, whose energy was 0.168 mHa too high. After optimization both methods gave −2.861680 Ha.

The argument needs a single occupied spatial orbital. With several, K generally acts on each of them differently, and neon shows the consequence.

**Q:** What should I write in my report, then?

**A:** Name the orbitals along with the formula. "Hartree-Fock exchange energy, −12.1084 Ha" is clear. So is "exchange energy from a self-consistent exchange-only Kohn-Sham calculation, −12.1050 Ha". "Exact exchange energy" alone leaves open which one you mean.

There is a third candidate. In Kohn-Sham theory with correlation included exactly, the exchange energy is evaluated with the Kohn-Sham orbitals of the true density. Neither calculation here provides that number, since both leave correlation out.

**Q:** And if a hybrid functional program prints an exact-exchange term?

**A:** Then ask which orbitals went into it. A hybrid such as PBE0 includes a fraction of E_x[{φ}]. In the usual implementation its orbitals come from an operator containing the same fraction of the nonlocal K, together with semilocal exchange and correlation potentials. They minimize neither the HF energy nor the EXX energy in general, so the Fock expression evaluated with them is a further number. The word "exact" describes the expression, and the orbitals still have to be stated.

The calculations behind the neon and helium figures in the working basis are in the numerical check; the larger-basis values and the beryllium values are not part of it.

Numbers as computed

```
Neon nuclear charge and electron number: 10
Radial basis functions per angular momentum: 32
Functions in the local potential: 17
Ne kinetic energy T: HF 128.5471 Ha, EXX 128.5453 Ha, EXX-HF -1.75 mHa
Ne nuclear attraction Vne: HF -311.1332 Ha, EXX -311.1328 Ha, EXX-HF 0.39 mHa
Ne Hartree energy J: HF 66.1473 Ha, EXX 66.1470 Ha, EXX-HF -0.29 mHa
Ne exchange energy Ex: HF -12.1084 Ha, EXX -12.1050 Ha, EXX-HF 3.32 mHa
Ne total energy: HF -128.5471 Ha, EXX -128.5454 Ha
Ne total energy difference EXX-HF: 1.67 mHa = 0.0455 eV
Ne exchange difference EXX-HF: 3.32 mHa = 0.0903 eV
Ratio of exchange to total difference: 1.99
Total potential energy difference EXX-HF: 3.42 mHa
Virial residual E+T: HF -0.0005 mHa, EXX -0.0771 mHa
Gaussian cc-pV5Z HF check: E -128.5468 Ha, Ex -12.1085 Ha
Ne eigenvalue gap 2p minus 1s, HF: 31.92 Ha
Ne eigenvalue gap 2p minus 1s, EXX: 29.97 Ha
EXX electrons outside the HF occupied space: 3.92e-05
Second-order estimate of E_HF-E_EXX: -1.70 mHa
Energy change with 10 potential functions: 0.0070 mHa
Largest estimated lowering by a local bump: 0.0003 mHa
Kohn-Sham determinant at the HF density of neon, minus HF:
  kinetic energy: -1.71 mHa
  exchange energy: 3.32 mHa
  nuclear attraction: 0.0694 mHa, Hartree: -0.0016 mHa
  total energy: 1.67 mHa
  integrated absolute density error: 9.2e-04 electrons
He total energy: HF -2.861680 Ha, EXX -2.861680 Ha
He starting error of the local potential: 0.168 mHa
He difference EXX-HF after optimization: 0.00000 mHa
```
